\section*{Shot Noise of Spinless High-Bias Transport through a Single Trap}

\section{The model and the mean current}

\textbf{Q:} Electrons cross a barrier through one trap. Each hop is a random quantum event. Why should the noise be anything other than that of independent random arrivals?

\textbf{A:} Because the trap holds at most one electron, successive arrivals are not independent. Let an electron enter from the left lead at rate $\Gamma_L$ when the trap is empty, and leave to the right lead at rate $\Gamma_R$ when it is full. A rate $\Gamma$ means that a permitted hop occurs in a short time $dt$ with probability $\Gamma\,dt$, whatever the earlier history. One orbital state with one spin direction is accessible, and the voltage is constant.

\textbf{Q:} You have left out hops from the trap back to the left, and from the right lead into the trap.

\textbf{A:} That is what high bias means here. The level lies below the left Fermi energy and above the right one, by many $kT$ and many level widths $\hbar(\Gamma_L+\Gamma_R)$ at both ends. The left states at the trap energy are then full, so the electron cannot return, and the right states are empty, so none can come from there.

Let $p(t)$ be the probability that the trap is full. Entry needs an empty trap and escape a full one:
\begin{equation}
\frac{dp}{dt}=\Gamma_L(1-p)-\Gamma_R p=\Gamma_L-\Gamma p,
\qquad \Gamma=\Gamma_L+\Gamma_R .
\end{equation}
The solution is
\begin{equation}
p(t)=\frac{\Gamma_L}{\Gamma}+\left[p(0)-\frac{\Gamma_L}{\Gamma}\right]e^{-\Gamma t}.
\label{eq:p}
\end{equation}
In the stationary state $p=\Gamma_L/\Gamma$, so the mean escape rate and the current are
\begin{equation}
r=\Gamma_R\,\frac{\Gamma_L}{\Gamma}=\frac{\Gamma_L\Gamma_R}{\Gamma},\qquad I=er .
\end{equation}
Here $e>0$, and $I$ is counted positive along the electron flow.

\section{Counting the escapes}

\textbf{Q:} A mean rate says nothing about fluctuations. Where does the correlation enter?

\textbf{A:} Through the state of the trap just after an escape: it is certainly empty. Setting $p(0)=0$ in Eq.~(\ref{eq:p}), the escape rate a time $s$ later is
\begin{equation}
h(s)=\Gamma_R\,p(s)=\frac{\Gamma_L\Gamma_R}{\Gamma}\left(1-e^{-\Gamma s}\right)
=r\left(1-e^{-\Gamma s}\right).
\label{eq:h}
\end{equation}
This rate starts from zero and recovers to $r$ in a time of order $1/\Gamma$. It includes every escape at delay $s$, not just the next one. For independent arrivals it would equal $r$ at all $s$.

\textbf{Q:} How does that dip become a variance?

\textbf{A:} Count the escapes $N$ in a window of length $t$, starting in the stationary state. Cut the window into cells so short that each contains $n_k=0$ or 1 escape. Since $n_k^2=n_k$,
\begin{equation}
N^2=\sum_k n_k^2+\sum_{j\ne k}n_jn_k=N+2\sum_{j<k}n_jn_k .
\end{equation}
The probability of an escape in $dt_1$ and another in a later $dt_2$ is $r\,dt_1\,h(t_2-t_1)\,dt_2$. The second factor does not depend on what preceded $t_1$, because the escape at $t_1$ fixes the state of the trap. Therefore
\begin{equation}
\langle N(N-1)\rangle=2r\int_0^t dt_2\int_0^{t_2}dt_1\,h(t_2-t_1)
=2r\int_0^t(t-s)\,h(s)\,ds .
\end{equation}
The factor $t-s$ is the range of starting times that leaves room for a delay $s$.

Insert Eq.~(\ref{eq:h}). The constant part gives $2r^2\,t^2/2=r^2t^2$. The exponential part needs
\begin{align}
\int_0^t(t-s)e^{-\Gamma s}ds
&=\frac{t(1-e^{-\Gamma t})}{\Gamma}
-\left[\frac{1-e^{-\Gamma t}}{\Gamma^2}-\frac{t\,e^{-\Gamma t}}{\Gamma}\right]\nonumber\\
&=\frac{t}{\Gamma}-\frac{1-e^{-\Gamma t}}{\Gamma^2}.
\end{align}
With $\langle N\rangle=rt$, the variance is
\begin{align}
\mathrm{Var}\,N&=\langle N(N-1)\rangle+\langle N\rangle-\langle N\rangle^2\nonumber\\
&=rt-2r^2\left[\frac{t}{\Gamma}-\frac{1-e^{-\Gamma t}}{\Gamma^2}\right],
\end{align}
since the two terms $r^2t^2$ cancel. Dividing by $rt$ and using $r/\Gamma=\Gamma_L\Gamma_R/\Gamma^2$,
\begin{equation}
\frac{\mathrm{Var}\,N}{\langle N\rangle}
=1-\frac{2\Gamma_L\Gamma_R}{\Gamma^2}
\left[1-\frac{1-e^{-\Gamma t}}{\Gamma t}\right].
\label{eq:window}
\end{equation}

\textbf{Q:} For a very short window this tends to one. Has the correlation vanished?

\textbf{A:} The window is too short to reveal it. For small $\Gamma t$ the bracket is $\Gamma t/2$, and the ratio is $1-rt$. That is the result for a count of zero or one with probability $rt$ of being one. In a long window the bracket tends to one, and
\begin{equation}
F=\lim_{t\to\infty}\frac{\mathrm{Var}\,N}{\langle N\rangle}
=1-\frac{2\Gamma_L\Gamma_R}{\Gamma^2}
=\frac{\Gamma_L^2+\Gamma_R^2}{(\Gamma_L+\Gamma_R)^2}.
\label{eq:F}
\end{equation}
The last step writes $\Gamma^2=\Gamma_L^2+2\Gamma_L\Gamma_R+\Gamma_R^2$ in the numerator.

\section{From counts to current noise}

\textbf{Q:} An amplifier measures a noise spectrum, not a count. Why is this $F$ the shot-noise Fano factor?

\textbf{A:} Define the one-sided spectrum, for positive frequencies, by
\begin{equation}
S(\omega)=2\int_{-\infty}^{\infty}C(\tau)e^{i\omega\tau}d\tau,\qquad
C(\tau)=\langle I(t)I(t+\tau)\rangle-I^2 .
\end{equation}
The current through the right junction is a train of pulses $e\,\delta(t-t_k)$. A pulse paired with itself contributes $e^2r\,\delta(\tau)$; distinct pulses contribute $e^2r\,h(|\tau|)$. Subtracting $I^2=e^2r^2$ leaves
\begin{equation}
C(\tau)=e^2r\left[\delta(\tau)-r\,e^{-\Gamma|\tau|}\right].
\end{equation}
The Fourier integral of $e^{-\Gamma|\tau|}$ is $2\Gamma/(\Gamma^2+\omega^2)$, and $r\Gamma=\Gamma_L\Gamma_R$. Hence
\begin{equation}
S_R(\omega)=2eI\left[1-\frac{2\Gamma_L\Gamma_R}{\Gamma^2+\omega^2}\right],
\qquad S_R(0)=2eI\,F .
\label{eq:spectrum}
\end{equation}
Independent arrivals would give $2eI$, so $F$ is the ratio of the low-frequency noise to that Poisson value. Far above $\omega=\Gamma$ the right-junction noise returns to $2eI$.

\textbf{Q:} The external wire does not carry the right-junction pulses alone. An electron moving from the left lead to the trap also induces charge there.

\textbf{A:} Let an entry induce a charge $\alpha e$ and an escape $(1-\alpha)e$ in the external circuit, so that one complete passage transfers $e$. If $N_L$ and $N_R$ count entries and escapes, the transferred charge is
\begin{equation}
Q=e\left[\alpha N_L+(1-\alpha)N_R\right]=e\left[N_R+\alpha D\right],\qquad D=N_L-N_R .
\end{equation}
$D$ is the change of trap occupation, so it is $-1$, 0 or 1. Then
\begin{equation}
\frac{\mathrm{Var}\,Q}{e^2}=\mathrm{Var}\,N_R+2\alpha\,\mathrm{Cov}(N_R,D)+\alpha^2\,\mathrm{Var}\,D .
\end{equation}
The covariance is at most $\sqrt{\mathrm{Var}\,N_R\,\mathrm{Var}\,D}$ in magnitude, which grows no faster than $\sqrt t$. Divided by $t$, the last two terms vanish in a long window. For any of these currents $\mathrm{Var}\,Q=\int_{-t}^{t}(t-|\tau|)\,C(\tau)\,d\tau$, so $\mathrm{Var}\,Q/t$ tends to $\int C\,d\tau=S(0)/2$ in a long window. All these currents therefore have the same zero-frequency noise. At finite frequency this argument does not apply.

\textbf{Q:} Does that survive a simulation of single hops?

\textbf{A:} Two million cycles were simulated with $\Gamma_L=0.75$ and $\Gamma_R=0.25$ in units of $\Gamma$, and counted in windows of length $200/\Gamma$. Equation~(\ref{eq:F}) gives 0.625 for an infinite window. For this finite window Eq.~(\ref{eq:window}) gives 0.627 for entries or escapes, and the exact value for the external charge is 0.6245. The simulated values are 0.628 for entries, 0.627 for escapes and 0.625 for the external charge with $\alpha=0.4$. At $\omega=1.005\,\Gamma$ the simulated ratio $S_R/(2eI)$ is 0.808, against 0.813 from Eq.~(\ref{eq:spectrum}). The relative sampling error expected from about 53\,000 windows is roughly half a percent.

\section{Meaning and limits}

\textbf{Q:} Is there a way to see the answer without correlation functions?

\textbf{A:} One cycle consists of a wait for entry and a wait for escape. These are independent and exponentially distributed, with means $1/\Gamma_L$ and $1/\Gamma_R$ and variances $1/\Gamma_L^2$ and $1/\Gamma_R^2$. For the total wait $\tau$,
\begin{equation}
\frac{\mathrm{Var}\,\tau}{\langle\tau\rangle^2}
=\frac{1/\Gamma_L^2+1/\Gamma_R^2}{(1/\Gamma_L+1/\Gamma_R)^2}
=\frac{\Gamma_R^2+\Gamma_L^2}{(\Gamma_R+\Gamma_L)^2}=F ,
\end{equation}
after multiplying numerator and denominator by $\Gamma_L^2\Gamma_R^2$. The reason is that in a long time $t$ about $t/\langle\tau\rangle$ cycles occur. Their summed duration fluctuates with variance $(t/\langle\tau\rangle)\mathrm{Var}\,\tau$, and a time error $\delta t$ shifts the count by $\delta t/\langle\tau\rangle$. Dividing the resulting count variance by the mean count gives the ratio above.

If one rate is much smaller than the other, a single exponential wait dominates the cycle and $F\to1$. Two comparable waits make the cycle more regular. From
\begin{equation}
F=\frac12+\frac{(\Gamma_L-\Gamma_R)^2}{2\Gamma^2}
\label{eq:half}
\end{equation}
the minimum is $1/2$, at equal rates.

\textbf{Q:} Then can a noise measurement tell me both rates?

\textbf{A:} It can, within this model, but not which is which, because $F$ and $I$ are unchanged when the rates are exchanged. Equation~(\ref{eq:F}) reads $1-F=2r/\Gamma$, so
\begin{equation}
\Gamma=\frac{2I}{e(1-F)},\qquad |\Gamma_L-\Gamma_R|=\Gamma\sqrt{2F-1}.
\end{equation}

\textbf{Q:} I still object to classical hopping. Tunnelling through a sharp level is resonant and phase coherent.

\textbf{A:} Take the opposite picture, without inelastic events or interactions. Each energy interval $dE$ supplies $dE/h$ attempts per second, transmitted independently with probability
\begin{equation}
T(E)=\frac{A}{(E-E_0)^2+a^2},\qquad A=\hbar^2\Gamma_L\Gamma_R,\quad a=\frac{\hbar\Gamma}{2}.
\end{equation}
A single attempt has mean $T$ and variance $T(1-T)$, so $F=1-\int T^2dE/\int T\,dE$. If the bias window covers the whole resonance, the limits may be taken infinite. Then $\int dx/(x^2+a^2)=\pi/a$, and differentiating this with respect to $a$ gives $\int dx/(x^2+a^2)^2=\pi/(2a^3)$. Thus
\begin{equation}
F=1-\frac{A^2\pi/(2a^3)}{A\pi/a}=1-\frac{A}{2a^2}=1-\frac{2\Gamma_L\Gamma_R}{\Gamma^2}.
\end{equation}
The mean current also agrees: $(e/h)A\pi/a=e\Gamma_L\Gamma_R/\Gamma$. At high bias, $I$ and $F$ do not distinguish these two pictures.

\textbf{Q:} What if both spin directions are available?

\textbf{A:} If they are degenerate and repulsion forbids a second electron, an empty trap can be filled in two ways, while a full one has one electron to lose. With $\Gamma_L$ and $\Gamma_R$ defined per spin, the entry rate becomes $2\Gamma_L$ and
\begin{equation}
F_{\rm deg}=\frac{4\Gamma_L^2+\Gamma_R^2}{(2\Gamma_L+\Gamma_R)^2}.
\end{equation}

\section{A defect in a thin oxide}

\textbf{Q:} Give me a case in which a real trap could be called spinless.

\textbf{A:} Consider a defect 0.95~nm from the left lead in a 2~nm oxide, at 0.1~V, 1~K and 10~T. The barrier is $\phi=3$~eV, the tunnelling mass $0.4\,m_e$ and the attempt rate $\nu=10^{13}$~s$^{-1}$; these are rough values, not those of a particular oxide. The Zeeman splitting for $g=2$ is 1.158~meV. The left Fermi energy is placed midway between the spin levels, 0.579~meV from each, while $kT=0.086$~meV. The lower level can fill; the upper one is nearly closed.

With position $x$, thickness $d$ and bias $V$, the tilted barrier gives
\begin{equation}
\Gamma_{L,R}=\nu\exp\left[-2\int\kappa\,dx\right],\qquad
\kappa(x)=\frac{\sqrt{2m(\phi-eVx/d)}}{\hbar},
\end{equation}
integrated from each lead to the defect. Without the tilt, $\kappa=5.61$~nm$^{-1}$ and the left exponent is $2(5.61)(0.95)=10.7$. With it, $\Gamma_L=2.44\times10^8$~s$^{-1}$ and $\Gamma_R=0.881\times10^8$~s$^{-1}$. Then
\begin{align}
r&=\frac{2.44\times0.881}{2.44+0.881}\times10^8\ \mathrm{s^{-1}}
=6.47\times10^7\ \mathrm{s^{-1}},\\
F&=\frac{2.44^2+0.881^2}{(2.44+0.881)^2}=0.610 .
\end{align}
The current is 10.4~pA and $S(0)=2.03\times10^{-30}$~A$^2$/Hz, against a Poisson value of $3.32\times10^{-30}$~A$^2$/Hz. The measuring frequency must lie well below $\Gamma/2\pi=53$~MHz. By Eq.~(\ref{eq:window}), counting windows of $1/\Gamma$, $10/\Gamma$ and $100/\Gamma$ give 0.857, 0.649 and 0.614.

\textbf{Q:} How delicate is the spin selection?

\textbf{A:} A bias change $\delta V$ moves the defect level by $(0.95/2)\,e\,\delta V$ relative to the left lead. One spin level alone is open over $1.158\times2/0.95=2.44$~mV, but at 1~K thermal smearing keeps $F$ within 0.01 of 0.610 over only about 1.3~mV of that interval. If both spins are open and degenerate, $F$ rises to 0.741.

Including thermal hops and both spin levels, at the same bias and tunnelling rates, gives $F=0.611$ at 1~K, 0.697 at 4.2~K and 0.844 at 300~K. The two left Fermi factors add to one, because the levels lie symmetrically about the Fermi energy. The total entry rate from the left therefore stays $\Gamma_L$. At 4.2~K the change comes from returns to the left; at 300~K hops from the right lead also contribute.

\textbf{Q:} And level broadening, or electrons that bypass the trap?

\textbf{A:} The level width $\hbar\Gamma$ is 0.22~$\mu$eV, and in the coherent picture the finite window shifts $F$ by about $-2\times10^{-5}$. Direct tunnelling through a 20~nm by 20~nm junction is estimated at 0.13~pA from the bare exponential transmission summed over transverse momenta, with no interface prefactor. Added as independent Poisson noise, it changes $F$ to
\begin{equation}
\frac{0.610\times10.37+0.129}{10.37+0.129}=0.615 .
\end{equation}

This estimate is good only to a factor of a few. Matching the wave function to free-electron leads with Fermi energies of 2 to 12~eV gives 0.3 to 0.5~pA and $F$ of 0.62 to 0.63.

Geometry matters more. With the bias, barrier and level alignment held fixed, defects at 0.90, 1.00 and 1.05~nm give $F=0.81$, 0.50 and 0.65. A shift of 0.05~nm changes the ratio $\Gamma_L/\Gamma_R$ by about $\exp(4\times5.61\times0.05)\approx3$. Lowering the barrier by 0.1~eV raises $\Gamma_L$ by 20\%, but $F$ moves only to 0.6065, since both rates rise.

\textbf{Q:} How close is this to a real oxide junction?

\textbf{A:} The thickness and barrier are in the range of thin-oxide tunnel devices. The field is 0.5~MV/cm, well below a rough breakdown scale of 10~MV/cm. The repulsion of a second electron, estimated for a radius of 0.3~nm and relative permittivity 4, is 1.2~eV, and image charges in the leads lower this by about 0.25~eV. For a rigid lattice double occupancy is therefore a minor concern. The temperature and magnetic field are far from ordinary device use. The assumption most at risk is a rigid lattice: an oxide can distort around a trapped electron.

To size this, take one 60~meV phonon mode that relaxes to its ground state between hops. Let $\mathcal S$, the Huang--Rhys factor, be the mean number of quanta created by a sudden change of charge. The probability of creating $n$ quanta is $e^{-\mathcal S}\mathcal S^n/n!$. Entry has too little energy to create one; escape can create at most one. Hence
\begin{equation}
\Gamma_L\to\Gamma_Le^{-\mathcal S},\qquad
\Gamma_R\to\Gamma_Re^{-\mathcal S}(1+\mathcal S).
\end{equation}
The tunnelling exponents and level position are held fixed. For $\mathcal S=1$ the current falls to 6.0~pA and $F$ to 0.513, because the two rates become more nearly equal. For $\mathcal S=10$, if a second electron stays excluded, the trap current is 0.0014~pA with $F=0.679$.

\textbf{Q:} That last current is smaller than your direct tunnelling current.

\textbf{A:} Yes, by a factor of about 90 for the bare estimate, and by more with the interface prefactor. In that case the total noise would be nearly Poissonian, and the trap's Fano factor could not be read from it directly. The formula describes the trap's own current with the modified rates only while a second electron stays excluded, and lattice coupling works against this. The distortion is proportional to the trapped charge, so the relaxation energy is $\mathcal S\times60$~meV for one electron and four times that for two. The effective repulsion is then $1.2~\mathrm{eV}-2\mathcal S\times60~\mathrm{meV}$. This is 1.08~eV for $\mathcal S=1$ but zero for $\mathcal S=10$, where single occupancy can no longer be assumed. The formula would also fail if the lattice relaxed slowly enough for one hop to affect the rate of a later one, because the memoryless step behind Eq.~(\ref{eq:h}) would then be lost. The remaining figures are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
Simulation, rates 0.75 and 0.25: formula F = 0.6250
  F left, right, external = 0.628, 0.627, 0.625
  S_R/(2eI) at omega = 1.005 Gamma: simulated 0.808, formula 0.813
Barrier 3.0 eV, mass 0.4 m_e, attempt rate 1e+13 1/s
Oxide 2.0 nm, defect at 0.95 nm, bias 0.1 V
Magnetic field 10.0 T, temperature 1.0 K
Decay constant without bias = 5.612 1/nm
Gamma_L = 2.4404e+08 1/s, Gamma_R = 8.8093e+07 1/s
Mean waits: entry 4.098 ns, escape 11.352 ns
Mean occupation = 0.7348
Electron rate r = 6.4728e+07 1/s
Current = 10.370 pA
Fano factor F = 0.6102
Poisson noise 2eI = 3.323e-30 A^2/Hz
Noise S(0) = 2.028e-30 A^2/Hz
Corner frequency Gamma/2pi = 52.86 MHz
  Var N/<N> in window 1/Gamma = 0.8566
  Var N/<N> in window 10/Gamma = 0.6492
  Var N/<N> in window 100/Gamma = 0.6141
Zeeman splitting = 1.1577 meV, kT = 0.0862 meV
Bias interval with one spin level open = 2.437 mV
Both spin levels, thermal leads, 1.0 K: F = 0.6109, I = 10.359 pA
Both spin levels, thermal leads, 4.2 K: F = 0.6970, I = 8.912 pA
Both spin levels, thermal leads, 300.0 K: F = 0.8443, I = 7.245 pA
Two open degenerate spin states: F = 0.7410
Level width hbar*Gamma = 0.2186 micro-eV
Shift of F by finite window (broadening) = -2.36e-05
Direct tunnelling, 20 nm x 20 nm: 0.1288 pA
F with direct current added as Poisson noise = 0.6150
Barrier lower by 0.1 eV: Gamma_L = 2.922e+08 1/s, F = 0.6065
Defect at 0.90 nm: F = 0.8105
Defect at 1.00 nm: F = 0.5011
Defect at 1.05 nm: F = 0.6456
Repulsion estimate (radius 0.3 nm, permittivity 4.0): 1.20 eV
Oxide field = 0.50 MV/cm
Phonon 60 meV, quanta allowed on escape: 1
Huang-Rhys factor 1: F = 0.5130, I = 6.031e+00 pA
Huang-Rhys factor 10: F = 0.6786, I = 1.418e-03 pA
\end{verbatim}
